# The Quadratic Threshold Law of Ballistic-Electron-Emission Microscopy

A metal tip injects electrons through a vacuum gap into a thin metal base, which lies on a semiconductor. Electrons that cross the base and enter the conduction band form the collector current. Let $e>0$ be the elementary charge and measure the electron energy $E$ from the Fermi level of the base. The tip is biased so that its Fermi level lies at $eV>0$. The semiconductor band edge at the interface lies at $\Phi$, the barrier height to be measured. Two energies occur throughout:

$$
\Delta=eV-\Phi,\qquad \varepsilon=E-\Phi .
$$

The first is the excess of the tip Fermi level over the barrier, the second that of an individual electron. The interfaces are planar, with normal $z$, and $\mathbf k$ is the wavevector parallel to them. The conduction-band minimum lies at $\mathbf k=0$ and has isotropic mass $m_s$. The free-electron mass is $m$, and $r=m_s/m$. Current densities $J$ are given as magnitudes.

The model assumes that $E$ and $\mathbf k$ are conserved from the tip to the semiconductor. The temperature is zero at first, so tip states are filled up to $eV$ and empty above it. The distribution of tunnelling electrons varies smoothly with $E$ and $\mathbf k$ below the Fermi edge, but the edge itself is sharp. Tunnelling through the top of the barrier in the semiconductor is neglected. Finally, the probability that an injected electron in an open channel crosses the base and the interface is taken to tend to a nonzero constant $T_0$ at threshold. This is a condition on the interface, and conservation of $\mathbf k$ does not guarantee it.

Let $D$ be the tunnelling probability and $T$ the subsequent transmission. Summing over tip states, with a factor 2 for spin, gives

$$
J_c=2e\int\frac{d^2k\,dk_z}{(2\pi)^3}\,v_z\,D\,T ,
$$

where the integral covers occupied states moving towards the base. At fixed $\mathbf k$ the normal velocity is $v_z=\hbar^{-1}\partial E/\partial k_z$, so $v_z\,dk_z=dE/\hbar$. With $h=2\pi\hbar$,

$$
J_c=\frac{2e}{h}\int dE\int\frac{d^2k}{(2\pi)^2}\,D\,T .
$$

The velocity has cancelled the one-dimensional density of states, and the tip mass has disappeared with it.

In the semiconductor, an electron with wavevector $\mathbf k$ has the transverse kinetic energy

$$
w=\frac{\hbar^2k^2}{2m_s}.
$$

The energy left for motion along $z$ is $\varepsilon-w$. A propagating state requires $0\le w\le\varepsilon$, so the open channels fill a disk in $\mathbf k$ space of area $\pi k^2=2\pi m_s\varepsilon/\hbar^2$. The disk shrinks to a point at the band edge. If the base is a free-electron metal of mass $m$ and Fermi energy $E_F$, its electrons have kinetic energy $E_F+E$, and the edge of the disk corresponds to an angle of incidence $\theta_c$ with

$$
\sin^2\theta_c=\frac{\hbar^2k^2/2m}{E_F+E}=\frac{m_s\,\varepsilon}{m\,(E_F+E)} .
$$

Electrons outside this cone are totally reflected.

For an integrand that depends on $k$ only through its magnitude, $d^2k=\pi\,d(k^2)$, and $k^2=2m_sw/\hbar^2$. Hence

$$
\frac{d^2k}{(2\pi)^2}=\frac{m_s}{2\pi\hbar^2}\,dw .
$$

The energy integral runs from $\Phi$ to $eV$, that is, over $0<\varepsilon<\Delta$. With $T=T_0$,

$$
J_c=\frac{e m_s}{2\pi^2\hbar^3}\,T_0\int_0^\Delta d\varepsilon\int_0^\varepsilon dw\;D .
$$

Let $D_0$ be the value of $D$ at $E=eV$, $\mathbf k=0$. If $D$ is smooth and $D_0\neq0$, then $D$ may be replaced by $D_0$ throughout the small triangle of integration, whose area is $\Delta^2/2$. The threshold law is

$$
\boxed{J_c\simeq\frac{e m_s}{4\pi^2\hbar^3}\,T_0D_0\,(eV-\Phi)^2\quad(eV>\Phi),\qquad J_c=0\quad(eV<\Phi).}
$$

One power of $\Delta$ comes from the width of the energy window and the other from the growth of the disk. The factor $D_0$ depends smoothly on $V$, which does not alter the leading power.

The range of the law follows from the next term. In planar tunnelling $D$ depends on the normal energy in vacuum,

$$
E_z=E-\frac{\hbar^2k^2}{2m}=E-rw .
$$

Define the energy scale $E_0$ by $1/E_0=d\ln D/dE_z$ at $E_z=eV$. Since $E_z-eV=\varepsilon-\Delta-rw$, to first order

$$
\frac{D}{D_0}=1+\frac{\varepsilon-\Delta-rw}{E_0}.
$$

The integral of the numerator over the triangle is

$$
\int_0^\Delta d\varepsilon\left(\varepsilon^2-\Delta\varepsilon-\frac{r\varepsilon^2}{2}\right)
=\frac{\Delta^3}{3}-\frac{\Delta^3}{2}-\frac{r\Delta^3}{6}
=-\frac{(1+r)\Delta^3}{6}.
$$

Dividing by $E_0$ and by the leading area $\Delta^2/2$ gives

$$
J_c=\frac{e m_s}{4\pi^2\hbar^3}\,T_0D_0\Delta^2\left[1-\frac{(1+r)\Delta}{3E_0}+O(\Delta^2/E_0^2)\right].
$$

The correction is negative because electrons below the Fermi edge, or with transverse motion, tunnel less readily than those at $E_z=eV$. A smooth energy dependence of $T$ would add another relative correction of first order in $\Delta$.

To obtain $E_0$, take equal work functions $\varphi$ on both sides of a gap of width $s$, without image forces. With $z$ measured from the base, the vacuum potential energy is $\varphi+eVz/s$. The WKB exponent is then

$$
\ln D=-\frac{2\sqrt{2m}}{\hbar}\int_0^s\!dz\,\sqrt{\varphi+\frac{eVz}{s}-E_z}
=-\frac{4s\sqrt{2m}}{3\hbar eV}\left[(\varphi+eV-E_z)^{3/2}-(\varphi-E_z)^{3/2}\right].
$$

Differentiating with respect to $E_z$ and then setting $E_z=eV$ gives

$$
\frac1{E_0}=\frac{2s\sqrt{2m}}{\hbar}\,\frac{\sqrt\varphi-\sqrt{\varphi-eV}}{eV}
=\frac{2s\sqrt{2m}/\hbar}{\sqrt\varphi+\sqrt{\varphi-eV}} ,
$$

where the last form follows on multiplying numerator and denominator by the sum of the roots. It requires $eV<\varphi$.

Spectra are conveniently compared after division by the tunnel current $I_t$. That current includes all occupied tip states with $0<E<eV$, whether or not they can enter the semiconductor. With $W=\hbar^2k^2/2m$, the same change of variables as before gives

$$
J_t=\frac{em}{2\pi^2\hbar^3}D_0M,\qquad M=\int_0^{eV}dE\int dW\,\frac{D(E-W)}{D_0}.
$$

If both currents flow through the same effective area, the area and $D_0$ cancel in the ratio:

$$
\frac{I_c}{I_t}\simeq\frac{T_0\,r\,\Delta^2}{2M}.
$$

The double integral can be reduced by using the depth $x=eV-(E-W)$ of the normal energy below the tip Fermi level. At fixed $x$, the conditions $W\ge0$ and $0<E<eV$ leave an interval of $E$ of length $\min(x,eV)$. Thus

$$
M=\int_0^{eV+E_F}dx\,\min(x,eV)\,\frac{D(eV-x)}{D_0},
$$

where the upper limit is the bottom of the base band, provided the tip supplies states over this whole range. Replacing $D/D_0$ by $e^{-x/E_0}$, extending the limit to infinity and integrating by parts gives the estimate

$$
M\approx E_0\int_0^{eV}e^{-x/E_0}dx=E_0^2\left(1-e^{-eV/E_0}\right).
$$

For a numerical example, take the model values $\Phi=0.8$ eV, $r=0.20$, $\varphi=4.5$ eV, $s=0.70$ nm, $T_0=0.50$ and $E_F=5$ eV. At $eV=0.9$ eV the excess is $\Delta=0.1$ eV, and the barrier formulas give $D_0=5.43\times10^{-7}$ and $E_0=0.560$ eV. The quadratic law yields

$$
J_c\simeq\frac{e(0.20\,m)}{4\pi^2\hbar^3}(0.50)(5.43\times10^{-7})(0.1\ \mathrm{eV})^2
=4.39\times10^4\ \mathrm{A/m^2},
$$

with the energy converted to joules in the evaluation. The full integral over the triangle gives $4.09\times10^4$ A/m², which is 0.932 of the quadratic value. The first-order factor is

$$
1-\frac{1.20\times0.1}{3\times0.560}=0.929 .
$$

The remaining difference is of second order: the numerical output shows that the remainder grows by a factor 3.98 when $\Delta$ is doubled, close to the expected 4. A direct sum over three-dimensional tip states, with a tip mass of $1.3\,m$, reproduces the full integral. This tests both the cancellation of the tip mass and the size of the disk. The acceptance cone at the tip Fermi level has

$$
\theta_c=\arcsin\sqrt{\frac{0.20\times0.1}{5.0+0.9}}=3.34^\circ .
$$

Numerical integration gives $M=0.2835$ eV², whereas the exponential estimate gives 0.251 eV², about 11% lower than the integral. The sign has a simple origin. The slope of $\ln D$ increases with $E_z$, so $D$ lies above the exponential drawn tangent to it at $E_z=eV$. For a tunnel current of 1 nA the threshold law predicts

$$
I_c\simeq1\ \mathrm{nA}\times\frac{0.50\times0.20\times(0.1)^2}{2\times0.2835}=1.76\ \mathrm{pA},
$$

and the full integral gives 1.64 pA.

The slow variation of $D$ and $M$ also affects the barrier found from a spectrum. Take a spectrum recorded at fixed gap width $s$, with the collector current divided by the tunnel current at each voltage. (If feedback holds $I_t$ constant instead, $s$ changes with $V$; this changes $M$ and hence the numerical shifts below.) Near threshold,

$$
\sqrt{\frac{I_c}{I_t}}\propto\Delta(1-b\Delta),\qquad
b=\frac{1+r}{6E_0}+\frac12\frac{d\ln M}{d(eV)} .
$$

The first term is half the relative correction found above, and the second comes from expanding $M^{-1/2}$. Suppose a straight line is fitted by least squares over a uniformly sampled window with centre $c$ and half-width $a$. Write $\Delta^2=2c\Delta-c^2+(\Delta-c)^2$. By symmetry the best line through the last term is its mean, $a^2/3$ for dense sampling. The fitted line is therefore

$$
(1-2bc)\Delta+b\left(c^2-\frac{a^2}{3}\right),
$$

and it vanishes at

$$
\Delta_{\rm fit}=-\frac{b\,(c^2-a^2/3)}{1-2bc} .
$$

For $b>0$, and $2bc<1$, the apparent barrier is too low. The window from 0.02 to 0.20 eV has $c=0.11$ eV and $a=0.09$ eV. At $eV=0.9$ eV the first term of $b$ is 0.36 eV⁻¹, and the exponential estimate of $M$ makes the second about 0.17 eV⁻¹. These values predict a shift of about $-5.6$ meV; with the integrated $M$ the second term is 0.21 eV⁻¹ and the first-order prediction is $-6.0$ meV. The straight-line fit to the computed full currents gives $-5.2$ meV, that is, an apparent barrier of 0.795 eV instead of 0.800 eV. Fitting a parabola to the same square-root data reduces the error to $-0.3$ meV. These errors refer to noise-free currents at zero temperature, with constant $T_0$ and no tunnelling through the top of the barrier. The thermal rounding treated next is a larger effect: at 300 K the same window gives an error of about $-36$ meV with the straight line, and the parabola does not reduce it.

At finite temperature $\tau$ the sharp edge is replaced by the Fermi function $f(\varepsilon-\Delta)=[e^{(\varepsilon-\Delta)/k_B\tau}+1]^{-1}$. If $k_B\tau\ll E_0$, the variation of $D$ over the thermal width may be neglected at leading order. If also $k_B\tau\ll\Phi$, thermally excited electrons in the base hardly affect the net injection from the tip near threshold. The triangle area $\Delta^2/2$ then becomes

$$
A(\Delta)=\int_0^\infty d\varepsilon\,\varepsilon f(\varepsilon-\Delta)
=-(k_B\tau)^2\,\mathrm{Li}_2\!\left(-e^{\Delta/k_B\tau}\right).
$$

For $\Delta<0$ this follows from $f=\sum_{n\ge1}(-1)^{n+1}e^{n(\Delta-\varepsilon)/k_B\tau}$ and $\int_0^\infty\varepsilon e^{-n\varepsilon/k_B\tau}d\varepsilon=(k_B\tau)^2/n^2$; the sum defines the dilogarithm $\mathrm{Li}_2$. Analytic continuation extends the result to $\Delta>0$. At threshold the sum is $\sum(-1)^{n+1}/n^2=\pi^2/12$, so

$$
A(0)=\frac{\pi^2}{12}(k_B\tau)^2 .
$$

Well above threshold, integrate by parts to obtain $A=\int_0^\infty(\varepsilon^2/2)(-f')\,d\varepsilon$. The weight $-f'$ is normalized and symmetric about $\Delta$. Its variance is

$$
2\int_0^\infty y^2[-f'(y)]\,dy=4\int_0^\infty y f(y)\,dy=4A(0)=\frac{\pi^2}{3}(k_B\tau)^2 .
$$

Extending the lower limit to $-\infty$ costs an error of order $(k_B\tau)^2e^{-\Delta/k_B\tau}$. Hence

$$
2A(\Delta)\simeq\Delta^2+\frac{\pi^2}{3}(k_B\tau)^2,\qquad \Delta\gg k_B\tau .
$$

At 300 K, $k_B\tau=25.9$ meV. For $\Delta=0.1$ eV this formula multiplies the cold quadratic current by 1.220, while quadrature with the same constant $D$ gives 1.217. Both values neglect the variation of $D$. If it is included in the warm and the cold current alike, their ratio is about 1.27. At $\Delta=0$ the area $A$ is already 0.110 of the cold area $\Delta^2/2$ at 0.1 eV. This is a ratio of areas; the ratio of the currents also depends on how $D$ varies with $E$ and $V$. The onset is thus rounded, and the first visible current does not mark $\Phi$.

In a real device the base also emits electrons thermally over its whole contact area. For $\Phi=0.8$ eV, $r=0.20$ and unit transmission, this one-way current is about 80 pA at 300 K for a contact of 0.1 mm², far more than the collector current of the example. The reverse flow balances it when no voltage is applied between base and semiconductor. Otherwise a background current remains, which cooling reduces.

The condition on $T_0$ fails for an abrupt potential step with a flat band behind it. Let $v_1$ and $v_2$ be the normal velocities in metal and semiconductor, and let $\rho$ and $t$ be the reflected and transmitted amplitudes. Continuity of the wavefunction and of its derivative divided by the mass gives

$$
1+\rho=t,\qquad v_1(1-\rho)=v_2t .
$$

Eliminating $\rho$ gives $t=2v_1/(v_1+v_2)$, and the ratio of transmitted to incident flux is

$$
T=\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
$$

Near threshold $v_2=\sqrt{2(\varepsilon-w)/m_s}$ tends to zero, while $v_1\simeq\sqrt{2(E_F+\Phi)/m}$ does not. Therefore

$$
T\simeq\frac{4v_2}{v_1}=4\sqrt{\frac{\varepsilon-w}{r(E_F+\Phi)}} .
$$

Integrating first over $w$ gives $\int_0^\varepsilon\sqrt{\varepsilon-w}\,dw=\tfrac23\varepsilon^{3/2}$, and then over $\varepsilon$ gives $\tfrac4{15}\Delta^{5/2}$. If loss in the base is neglected,

$$
J_c\simeq\frac{e m_sD_0}{2\pi^2\hbar^3}\,\frac{16}{15}\,
\frac{\Delta^{5/2}}{\sqrt{r(E_F+\Phi)}} .
$$

The extra half power comes from quantum reflection of slow electrons. Quadrature with the full wave-matching transmission confirms this prefactor and gives a local exponent of 2.499 very close to threshold. Very close to threshold a square is therefore the wrong onset law even though $\mathbf k$ is conserved. The 5/2 law itself requires $v_2\ll v_1$. With the example values, $v_2/v_1$ reaches about 0.3 at $\Delta=0.1$ eV, and the local exponent there is already noticeably below 5/2. The law also requires the flat band. In a Schottky contact the band edge falls away from the interface. The electric field $F$ there keeps $T$ finite at threshold and lets electrons tunnel just below it, on an energy scale $(\hbar^2e^2F^2/2m_s)^{1/3}$. For $F=10^7$ V/m and $r=0.20$ this is 27 meV, enough to hide the 5/2 onset in the voltage window used here. The same scale limits the quadratic law. For an abrupt step followed by this uniform field, $T$ is about 0.3 at threshold and about 0.8 at a normal energy of 0.2 eV, and current flows below $\Phi$. A straight-line fit of $\sqrt{I_c/I_t}$ over the window from 0.02 to 0.20 eV then places the barrier about 15 meV too low at zero temperature.

The smoothness condition in $\mathbf k$ can fail too. Let the injected distribution fall off as $e^{-w/\eta}$, with $\eta$ its transverse spread expressed in the semiconductor energy $w$. The area of the triangle is replaced by

$$
\int_0^\Delta d\varepsilon\int_0^\varepsilon dw\,e^{-w/\eta}
=\eta\Delta-\eta^2\left(1-e^{-\Delta/\eta}\right).
$$

For $\Delta\ll\eta$ this is $\Delta^2/2$ at leading order. For $\Delta\gg\eta$ it approaches $\eta(\Delta-\eta)$, which is linear: the disk already accepts nearly the whole beam, and only the energy window still grows. The local exponents at $\Delta/\eta=0.01$ and 100 are 1.997 and 1.010. In the vacuum-tunnelling example, $D$ contains the factor $e^{-rw/E_0}$ to leading exponential order, so $\eta=E_0/r=2.8$ eV and $\Delta/\eta$ is about 0.04. The transverse spread therefore hardly affects the quadratic onset in the example.

A quadratic onset does not by itself prove that electrons crossed the base without scattering. Suppose elastic scattering makes their directions isotropic before they reach the interface, where $\mathbf k$ is still conserved, and that electrons reflected there are lost before they can return. The fraction of the incident flux inside the acceptance cone is

$$
\int_0^{\theta_c}2\sin\theta\cos\theta\,d\theta=\sin^2\theta_c
=\frac{m_s\varepsilon}{m(E_F+E)} .
$$

For a smooth energy distribution that is nonzero at the tip Fermi edge, and a constant transmission inside the cone, integration over $0<\varepsilon<\Delta$ again gives $\Delta^2$. The prefactor differs, because it now depends on the total injected flux at each energy instead of on the flux injected near $\mathbf k=0$. The exponent tests how the accepted phase space opens and how the transmission behaves at threshold; evidence for ballistic transport has to come from other measurements, or from the magnitude of the current if the transmission is known well enough to tell the two prefactors apart.

## Computed results

```
Barrier height Phi: 0.800 eV
Tip Fermi level eV: 0.900 eV
Excess energy Delta: 0.100 eV
Mass ratio m_s/m: 0.20
Work function: 4.50 eV
Vacuum width: 0.70 nm
Transmission T0: 0.50
Base Fermi energy: 5.00 eV
Tip Fermi energy in state sum: 7.00 eV
Tip mass ratio in state sum: 1.30
Tunnelling probability D0: 5.4265e-07
Tunnelling energy scale E0: 0.5603 eV
Current density, quadratic law: 4.3909e+04 A/m^2
Current density, full integral: 4.0923e+04 A/m^2
Current density, state sum: 4.0923e+04 A/m^2
Full integral / quadratic law: 0.93199
First-order correction factor: 0.92861
Remainder ratio on doubling Delta: 3.978
Acceptance half-angle in base: 3.338 degrees
Tunnelling weight M: 0.2835 eV^2
Exponential estimate of M: 0.2509 eV^2
Tunnel current: 1.00 nA
Collected fraction, quadratic law: 1.7639e-03
Collected fraction, full integral: 1.6439e-03
Collector current, quadratic law: 1.7639 pA
Collector current, full integral: 1.6439 pA
Thermal energy at 300 K: 25.852 meV
Thermal factor at Delta, quadrature: 1.2171
Thermal factor at Delta, limit formula: 1.2199
Thermal current at threshold / cold current at Delta: 0.1099
Exponent for abrupt step: 2.4994
Exponent, disk/beam energy ratio 0.01: 1.9967
Exponent, disk/beam energy ratio 100: 1.0101
Fit window in Delta: 0.02 to 0.20 eV
Apparent barrier, straight line: 0.79478 eV
Barrier error, straight line: -5.215 meV
Barrier error, with curvature: -0.304 meV
```
